# Binding a second electron to a shallow donor: products and correlation

## Problem

A shallow donor with one unit of positive charge holds one electron in a hydrogen-like state. A second electron may attach to it, forming the D-minus centre. Take an isotropic parabolic band of mass $m^*$ and a static relative permittivity $\varepsilon$, and ignore the donor's central cell, phonons, and neighbouring donors.

Measure lengths in $a^*=\varepsilon a_0/(m^*/m_e)$ and energies in $\mathrm{Ry}^*=(m^*/m_e)\,\mathrm{Ry}/\varepsilon^2$. With this choice $\hbar^2/(2m^*a^{*2})=1\,\mathrm{Ry}^*$ and $e^2/(4\pi\varepsilon_0\varepsilon a^*)=2\,\mathrm{Ry}^*$, so

$$H=-\nabla_1^2-\nabla_2^2-\frac{2}{r_1}-\frac{2}{r_2}+\frac{2}{r_{12}} .$$

The neutral donor has energy $-1$. An electron at rest far away adds nothing, so the second electron is bound only if $E<-1$, with binding $B=-1-E$.

The spins form a singlet, so the spatial function is symmetric.

1. Can a single product of orbitals bind the second electron?
2. Can Chandrasekhar's function
$$\psi=(e^{-ar_1-br_2}+e^{-br_1-ar_2})(1+c\,r_{12})$$
do so?
3. What is the binding in this model?

The word "product" has a definite meaning here. If $\phi(\mathbf r_1)\chi(\mathbf r_2)$ is symmetric, then $\phi(\mathbf r_1)\chi(\mathbf r_2)=\chi(\mathbf r_1)\phi(\mathbf r_2)$. Fixing $\mathbf r_2$ where neither orbital vanishes shows that $\phi\propto\chi$. A symmetric product is therefore $\phi(\mathbf r_1)\phi(\mathbf r_2)$. The sum of exponentials in $\psi$ with $a\neq b$ is not a product, even at $c=0$.

## Estimate by scaling

Take $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$ and let $\zeta$ set the size. Each electron has kinetic energy $\zeta^2$ and attraction $-2\langle 1/r\rangle=-2\zeta$.

For the repulsion, a spherical shell acts on a charge outside it as if concentrated at the centre. The charge within radius $r$ is

$$q_\phi(r)=1-(1+2\zeta r+2\zeta^2r^2)e^{-2\zeta r}.$$

Count pairs with the second electron inside the first, and double for the opposite order:

$$\Big\langle\frac{2}{r_{12}}\Big\rangle=4\int_0^\infty 4\zeta^3r^2e^{-2\zeta r}\,\frac{q_\phi(r)}{r}\,dr
=16\zeta\Big[\frac14-\frac1{16}-\frac1{16}-\frac3{64}\Big]=\frac{5\zeta}{4}.$$

Hence

$$E(\zeta)=2\zeta^2-4\zeta+\tfrac54\zeta=2\zeta^2-\tfrac{11}{4}\zeta .$$

Setting $4\zeta-\tfrac{11}{4}=0$ gives $\zeta=\tfrac{11}{16}$ and $E=-\tfrac{121}{128}=-0.9453$. This lies above the threshold by 0.0547.

The estimate suggests that the centre does not bind, but it cannot settle the matter. A variational energy lies above the true one, so a poor trial function proves nothing about other products or about the centre itself.

## Exact treatment

### An identity for the kinetic energy

Let $\Phi$ be real and $g$ arbitrary. Expanding the gradient of $g\Phi$ gives

$$|\nabla(g\Phi)|^2=|g|^2|\nabla\Phi|^2+\Phi\nabla\Phi\cdot\nabla|g|^2+\Phi^2|\nabla g|^2 .$$

The first two terms equal $\nabla\Phi\cdot\nabla(|g|^2\Phi)$. Integrating them by parts yields

$$\int|\nabla(g\Phi)|^2=\int|g|^2\Phi(-\nabla^2\Phi)+\int\Phi^2|\nabla g|^2. \tag{1}$$

### A lower bound for every product

For a charge density $f$ define

$$V_f(\mathbf r)=\int\frac{2f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad J[f]=\int fV_f\,d^3r .$$

Since $\nabla^2V_f=-8\pi f$, integration by parts gives $J[f]=\frac1{8\pi}\int|\nabla V_f|^2\ge0$. For a charge confined to a bounded region the surface term vanishes, because $V_f\nabla V_f$ then falls at least as fast as $r^{-3}$. The extended charges used below follow by cutting them off at a large radius and letting that radius grow.

Let $\rho=|\phi|^2$ with $\phi$ normalised, and let $\sigma$ be any auxiliary charge of finite self-energy. From $J[\rho-\sigma]\ge0$,

$$J[\rho]\ge2\int\rho V_\sigma\,d^3r-J[\sigma].$$

The repulsion in the product state is $J[\rho]$. With $h=-\nabla^2-2/r$,

$$E[\phi\phi]=2\langle h\rangle+J[\rho]\ge2\langle h+V_\sigma\rangle-J[\sigma]\ge2\varepsilon_0-J[\sigma], \tag{2}$$

where $\varepsilon_0$ is the lowest level of $h+V_\sigma$. The two-electron question has become a one-electron one, and a choice of $\sigma$ that makes it solvable is

$$V_\sigma=\frac2r-\frac{2\beta}{e^{\beta r}-1},\qquad 0<\beta<2 .$$

The two $1/r$ terms cancel in $h+V_\sigma$, leaving the Hulthén potential. Try $u=r\phi_0=e^{-\kappa r}(1-e^{-\beta r})$. Differentiating twice,

$$u''-\kappa^2u=[\kappa^2-(\kappa+\beta)^2]e^{-(\kappa+\beta)r}
=-\frac{\beta(2\kappa+\beta)}{e^{\beta r}-1}\,u .$$

This solves $-u''-2\beta u/(e^{\beta r}-1)=\varepsilon u$ if $2\kappa+\beta=2$, with $\varepsilon=-\kappa^2$ and $\kappa=1-\beta/2>0$. The function $\phi_0$ has no zero, so any $\phi$ can be written as $g\phi_0$. Identity (1) then gives $\langle h+V_\sigma-\varepsilon\rangle=\int\phi_0^2|\nabla g|^2\ge0$. Thus $\varepsilon_0=-\kappa^2$ is the lowest level, for non-spherical $\phi$ as well.

It remains to find $J[\sigma]$. Gauss's law reads $V_\sigma'=-2q/r^2$, where $q$ is the enclosed auxiliary charge. Differentiating $V_\sigma$,

$$V_\sigma'=-\frac2{r^2}+\frac{\beta^2}{2\sinh^2(\beta r/2)},\qquad
q=1-\frac{(\beta r/2)^2}{\sinh^2(\beta r/2)} .$$

The field form of $J$ gives $J[\sigma]=\frac12\int r^2V_\sigma'^2dr=2\int q^2r^{-2}dr$. With $t=\beta r/2$ this is $J[\sigma]=2\beta C$, where

$$C=\frac12\int_0^\infty\Big(\frac1{t^2}-\frac2{\sinh^2t}+\frac{t^2}{\sinh^4t}\Big)dt .$$

The terms diverge separately at $t=0$, so start each at a small $\delta$. The first gives $1/\delta$. With $f=1/\sinh^2t$, $\int_\delta^\infty f\,dt=\coth\delta-1\to1/\delta-1$.

For the third, $f''=4f+6f^2$, so $t^2f^2=\frac16(t^2f''-4t^2f)$. Two integrations by parts give

$$\int_\delta^\infty t^2f''dt=\big[t^2f'-2tf\big]_\delta^\infty+2\int_\delta^\infty f\,dt\to\frac4\delta+\frac2\delta-2 ,$$

$$\int_0^\infty t^2f\,dt=2\int_0^\infty t(\coth t-1)dt=4\int_0^\infty\frac{t\,dt}{e^{2t}-1}=\frac{\pi^2}{6}.$$

The third term is therefore $1/\delta-\frac13-\frac{\pi^2}{9}$. The divergences cancel in the sum:

$$C=\frac12\Big(2-\frac13-\frac{\pi^2}{9}\Big)=\frac56-\frac{\pi^2}{18}=0.28502 .$$

Inequality (2) now reads $E[\phi\phi]\ge-2(1-\beta/2)^2-2\beta C$. The right side is largest where $2(1-\beta/2)-2C=0$, that is at $\beta=2(1-C)$ and $\kappa=C$. There

$$E[\phi\phi]\ge-2C^2-4C(1-C)=2(1-C)^2-2=-0.9776>-1 .\tag{3}$$

No product binds the second electron, whatever the shape of its orbital. The bound is close to attainable: a Hartree–Fock calculation with 18 s-type Gaussians gives $-0.975859$. The lowest product energy lies between these two numbers.

### The energy of Chandrasekhar's function

Write $\psi=F\Phi$, with $F=1+c\,r_{12}$, $\Phi=f+\tilde f$, $f=e^{-ar_1-br_2}$, and $\tilde f$ its exchanged partner. Because $|\nabla_1r_{12}|=|\nabla_2r_{12}|=1$, identity (1) applied to both electrons gives

$$\langle\psi|H|\psi\rangle=\int F^2\Phi H\Phi+2c^2\int\Phi^2 .$$

From $-\nabla^2e^{-ar}=(-a^2+2a/r)e^{-ar}$,

$$Hf=\Big[-a^2-b^2-\frac{2(1-a)}{r_1}-\frac{2(1-b)}{r_2}+\frac2{r_{12}}\Big]f .$$

By exchange symmetry each integral is twice that with $f$ on the right and $f+\tilde f$ on the left. The exponentials are then $e^{-Ar_1-Br_2}$ with $(A,B)=(2a,2b)$ for the direct part and $(a+b,a+b)$ for the exchange part.

The volume element for functions of the three distances is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$, since $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$ at fixed $r_1,r_2$. To handle the triangle inequalities, set $r_1=(y+z)/2$, $r_2=(x+z)/2$, $r_{12}=(x+y)/2$. Then $x,y,z$ run independently from 0 to $\infty$, the Jacobian is $\frac14$, and

$$\int e^{-Ar_1-Br_2-\gamma r_{12}}dr_1dr_2dr_{12}=\frac{2}{(A+B)(B+\gamma)(\gamma+A)} .$$

Powers of a distance follow by differentiation. Dropping the common factor $16\pi^2$, define $G_k=(-\partial_\gamma)^{k+1}[(A+B)(B+\gamma)(\gamma+A)]^{-1}$ at $\gamma=0$. Expanding $1/(A+\gamma)$ and $1/(B+\gamma)$ in $\gamma$ gives

$$G_k=\frac{(k+1)!}{A+B}\sum_{j=0}^{k+1}\frac1{A^{j+1}B^{k+2-j}},\qquad k=-1,0,1,2 .$$

The integral of $r_{12}^k$ is $W_k=\partial_A\partial_BG_k$. With an extra $1/r_1$ it is $P_k=-\partial_BG_k$, and with an extra $1/r_2$ it is $Q_k=-\partial_AG_k$. Let $\overline{X}_k=X_k+2cX_{k+1}+c^2X_{k+2}$, which inserts $F^2$. Then

$$E=\frac{\sum\big[-(a^2+b^2)\overline W_0-2(1-a)\overline P_0-2(1-b)\overline Q_0+2\overline W_{-1}+2c^2W_0\big]}{\sum\overline W_0}, \tag{4}$$

each sum running over the direct and exchange pairs. Quadrature of the squared gradients and the potential reproduces (4) at several parameter sets.

### Two limits at $c=0$

Here $G_0=1/(A^2B^2)$, so $W_0=4/(A^3B^3)$, $P_0=2/(A^2B^3)$ and $Q_0=2/(A^3B^2)$. Differentiating $G_{-1}=1/[AB(A+B)]$,

$$W_{-1}=\frac{2}{A^2B^2(A+B)}+\frac{2}{AB(A+B)^3}.$$

Keep the direct pair alone, $A=2a$, $B=2b$. This is the energy of the unsymmetrised product $f$:

$$E_{\rm dir}=a^2-2a+b^2-2b+\frac{2ab}{a+b}+\frac{2a^2b^2}{(a+b)^3}. $$

For $a=b=\zeta$ the repulsion is $\zeta+\zeta/4$, and the scaling result returns. The direct and exchange pairs then coincide, so the sums in (4) give the same energy.

Now freeze the inner electron in the neutral-donor orbital, $a=1$. Since $-2b+2b/(1+b)=-2b^2/(1+b)$,

$$E_{\rm dir}=-1+b^2\Big[1-\frac2{1+b}+\frac2{(1+b)^3}\Big].$$

With $s=1/(1+b)$ the bracket is $1-2s+2s^3$. Its minimum for $s>0$, at $s=1/\sqrt3$, is $1-4/(3\sqrt3)>0$. The energy approaches $-1$ from above as $b\to0$, where the outer electron drifts away. Thus, with $a=1$ and $c=0$, any binding must come from the exchange part of (4).

### Minimisation

Minimising (4) over its parameters gives three cases, with $a,b,c$ in $1/a^*$:

- $c=0$: $a=1.039$, $b=0.283$, $B=0.0266$.
- $a=b$: $a=0.826$, $c=0.493$, $B=0.0176$.
- All free: $a=1.075$, $b=0.477$, $c=0.313$, $E=-1.0518$, $B=0.0518$.

Chandrasekhar's function binds. Since a variational energy is an upper bound, this proves that the D-minus centre is bound in this model.

The first case lets one electron stay near the donor while the other is spread out, without saying which is which. In the second, positive $c$ gives more weight to configurations with the electrons far apart. Either form of correlation suffices to bind. Both cases start from the exponential product ($a=b$, $c=0$, $E=-0.9453$). Measured from there, they lower the energy by 0.0813 and 0.0722 separately and by 0.1065 together, which is less than the sum 0.1535 of the separate gains.

### Towards the full binding

Replace $1+c\,r_{12}$ by all polynomials in $r_1,r_2,r_{12}$ of total degree at most $N$, multiply by $f$, and symmetrise. Keep $a,b$ at Chandrasekhar's values. Each space contains the previous one, and $N=1$ already contains his function, so $B$ cannot fall as $N$ grows. The minimum is found by diagonalising $H$ in each space:

- $N=1$ (4 functions): $B=0.05200$
- $N=2$ (10 functions): $B=0.05498$
- $N=3$ (20 functions): $B=0.05542$
- $N=4$ (35 functions): $B=0.05547$
- $N=6$ (84 functions): $B=0.05550$

The step from $N=5$ to $N=6$ is $5\times10^{-6}$. Up to rounding, each entry is a lower bound on the model's binding. Reading the limit as $B\approx0.0555$ rests on this convergence and on the completeness of such functions, which is assumed here; there is no computed upper bound on $B$.

## Comparison

The scaling estimate gave $-1-E=-0.0547$, against the converged $+0.0555$. The estimate has the wrong sign, and so gives the wrong answer to the physical question. The energy error is

$$-0.9453-(-1.0555)=0.1102\ \mathrm{Ry}^*,$$

about 10% of the total energy but twice the binding. A moderate error in the total is fatal here because the binding is a small difference between two energies of order one.

Improving the orbital recovers part of the error. The Hartree–Fock product lowers the energy by $0.975859-0.945312=0.0305$. By (3), however, any product stays at least $1.0555-0.9776=0.0779$ above the converged energy. That remainder exceeds the whole binding and can be recovered only by leaving the product form. Chandrasekhar's three parameters reach $0.0518/0.0555$, or 93%, of the binding; the $c=0$ function reaches 48%.

For a model semiconductor with $m^*=0.1\,m_e$ and $\varepsilon=10$, the energy unit is $0.1/10^2$ of a rydberg, or 13.606 meV, and $a^*=(10/0.1)a_0=5.29$ nm. The converged binding is

$$0.0555\times13.606\ \mathrm{meV}=0.755\ \mathrm{meV},$$

and Chandrasekhar's function gives 0.705 meV. A neglected term, such as a central-cell potential, band anisotropy, or coupling to phonons, can shift both the D-minus and the neutral-donor energy, and only the difference between the two shifts enters the binding. A difference of $0.03\,\mathrm{Ry}^*$ would change the binding by about half; how large these differences are is not computed here. The value 0.0555 belongs to the isolated, isotropic, statically screened centre. The values behind these comparisons are in the numerical output.

## Computed results

```
effective mass m*/m_e                     = 0.1
relative permittivity                     = 10.0
effective Rydberg                         = 13.606 meV
effective Bohr radius                     = 5.292 nm
neutral donor energy (threshold)          = -1 Ry*
exponential product: best zeta            = 0.6875 1/a*
exponential product: energy               = -0.945312 Ry*
exponential product: -1-E                 = -0.054688 Ry*
Hartree-Fock product (18 s Gaussians): E  = -0.975859 Ry*
Hartree-Fock product: -1-E                = -0.024141 Ry*
constant C                                = 0.285022
auxiliary beta                            = 1.429956 1/a*
auxiliary kappa                           = 0.285022 1/a*
auxiliary level, formula                  = -0.081238 Ry*
auxiliary level, finite differences       = -0.081223 Ry*
auxiliary self-energy, formula            = 0.815138 Ry*
auxiliary self-energy, charge*potential   = 0.815138 Ry*
lower bound for every product             = -0.977613 Ry*
c=0 function: a, b                        = 1.03923, 0.28322 1/a*
c=0 function: energy                      = -1.026606 Ry*
c=0 function: binding                     = 0.026606 Ry*
a=b function: a, c                        = 0.82573, 0.49335 1/a*
a=b function: energy                      = -1.017561 Ry*
a=b function: -1-E                        = 0.017561 Ry*
Chandrasekhar: a, b, c        = 1.07487, 0.47745, 0.31255 1/a*
Chandrasekhar: energy, closed form        = -1.051837 Ry*
Chandrasekhar: energy, quadrature         = -1.051837 Ry*
Chandrasekhar: binding                    = 0.051837 Ry*
degree 1,   4 functions: binding         = 0.052005 Ry*
degree 2,  10 functions: binding         = 0.054983 Ry*
degree 3,  20 functions: binding         = 0.055424 Ry*
degree 4,  35 functions: binding         = 0.055472 Ry*
degree 5,  56 functions: binding         = 0.055493 Ry*
degree 6,  84 functions: binding         = 0.055498 Ry*
Chandrasekhar share of final binding      = 93.4 %
c=0 share of final binding                = 47.9 %
Chandrasekhar binding, model material     = 0.7053 meV
final binding, model material             = 0.7551 meV
```
